# Microcanonical rate constants from Arrhenius laws by inverse Laplace transform: test program

```python
"""
Result under test: inversion of a high-pressure unimolecular rate constant.
If k_inf(T) = A (T/T0)^n exp(-Ea/kT), then the microcanonical rate k(E) obeys
  n = 0:  k(E) = A rho(E-Ea)/rho(E)
  n > 0:  k(E) rho(E) = A b0^n/Gamma(n) * int_0^(E-Ea) rho(x)(E-Ea-x)^(n-1) dx
with b0 = 1/(k T0), rho the reactant density of states, E from its ground level.
Integration by parts gives a sum over vibrational levels, valid for n > -1 here.
Model: nine quantum oscillators plus one classical two-dimensional rotor, whose
density is 1/B.  Energies in cm^-1, beta in cm, rates in s^-1.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import gamma

KB = constants.k / (constants.h * constants.c * 100.0)   # cm^-1 per K
A = 1.0e14
EA = 20000
T0 = 1000.0
B = 1.0
MODES = [700, 1000, 1000, 1400, 1400, 1400, 3000, 3000, 3000]
CELL = 10                      # every level is a multiple of this energy
SIZE = 8000
beta0 = 1.0 / (KB * T0)

# Count vibrational states by adding one oscillator at a time.
degeneracy = np.zeros(SIZE)
degeneracy[0] = 1.0
for mode in MODES:
    step = mode // CELL
    for i in range(step, SIZE):
        degeneracy[i] += degeneracy[i - step]
state_sum = np.cumsum(degeneracy)
levels = CELL * np.arange(SIZE)
mid = levels + CELL / 2.0
rho_grid = state_sum / B


def rho(energy):
    """Reactant density of states in 1/cm^-1."""
    return state_sum[int(energy // CELL)] / B if energy >= 0 else 0.0


def flux(energy, n):
    """k(E) rho(E) from the sum over vibrational levels."""
    excess = energy - EA
    open_levels = levels < excess
    terms = degeneracy[open_levels] * (excess - levels[open_levels]) ** float(n)
    return A * beta0**n / (gamma(n + 1) * B) * terms.sum()


def q_vib(beta):
    """Closed vibrational partition function, real or complex beta."""
    result = 1.0
    for mode in MODES:
        result = result / (1.0 - np.exp(-beta * mode))
    return result


def k_inf(temp, n):
    return A * (temp / T0) ** n * math.exp(-EA / (KB * temp))


print(f"Boltzmann constant = {KB:.6f} cm^-1/K")
print(f"A = {A:.1e} s^-1, Ea = {EA} cm^-1, T0 = {T0:.0f} K, B = {B:.1f} cm^-1")
kj_per_cm = constants.h * constants.c * 100 * constants.N_A / 1000
print(f"Ea converted = {EA * kj_per_cm:.2f} kJ/mol")
print("oscillators / cm^-1:", *MODES)
print(f"k_B T0 = {KB * T0:.3f} cm^-1")
print(f"k_B T0/h = {constants.k * T0 / constants.h:.4e} s^-1")

# Numerical Bromwich inversion of the closed k_inf * Q.  The smooth cutoff
# averages over far less than the 5 cm^-1 distance to the nearest level.
c_line = 8.0e-4
spacing = 2 * math.pi / 2.0e5
y = spacing * np.arange(800000)
beta_line = c_line + 1j * y
taper = np.cos(0.5 * math.pi * y / (y[-1] + spacing)) ** 2
weighted_q = q_vib(beta_line) * taper / (B * beta_line)
weighted_q[0] *= 0.5


def bromwich(energy, n):
    integrand = weighted_q * (beta0 / beta_line) ** n
    integrand = integrand * np.exp(beta_line * (energy - EA))
    return A * spacing / math.pi * integrand.real.sum()


E_TEST = 30005
print(f"k(E) at E = {E_TEST} cm^-1: level formula, Bromwich inversion / s^-1")
for n in (-0.5, 0.0, 1.0, 1.5):
    direct = flux(E_TEST, n)
    inverted = bromwich(E_TEST, n)
    print(f"  n = {n:4.1f}: {direct/rho(E_TEST):.5e}, {inverted/rho(E_TEST):.5e}")
    assert abs(inverted / direct - 1) < 1e-4
assert abs(bromwich(EA - 5, 0.0)) < 1e-5 * flux(E_TEST, 0.0)
arrhenius_rate = A * rho(E_TEST - EA) / rho(E_TEST)
assert abs(arrhenius_rate * rho(E_TEST) / bromwich(E_TEST, 0.0) - 1) < 1e-4

# The convolution integral itself, by midpoint quadrature with 1 cm^-1 cells.
x = np.arange(E_TEST - EA) + 0.5
rho_x = state_sum[(x // CELL).astype(int)] / B
conv = A * beta0**1.5 / gamma(1.5) * np.sum(rho_x * np.sqrt(E_TEST - EA - x))
print(f"  convolution quadrature, n = 1.5: {conv/rho(E_TEST):.5e} s^-1")
assert abs(conv / bromwich(E_TEST, 1.5) - 1) < 3e-4

print("E/cm^-1, rho(E-Ea), rho(E) /(1/cm^-1), k for n = -0.5, 0, 1.5 /s^-1")
for energy in (20005, 22005, 25005, 30005, 40005, 60005):
    rates = [flux(energy, n) / rho(energy) for n in (-0.5, 0.0, 1.5)]
    print(f"  {energy}: {rho(energy-EA):.4e} {rho(energy):.4e} "
          + " ".join(f"{r:.4e}" for r in rates))

# Forward thermal averages on the midpoint grid, against the assumed rate law.
shift = EA // CELL
rate_grids = {}
for n in (0.0, 1.0, 1.5):
    kernel = mid**n
    convolved = np.convolve(degeneracy, kernel)[:SIZE - shift]
    flux_grid = np.zeros(SIZE)
    flux_grid[shift:] = A * beta0**n / (gamma(n + 1) * B) * convolved
    rate_grids[n] = flux_grid / rho_grid

print("T/K, n, k_inf from rate law, from average of k(E) /s^-1")
for temp in (800.0, 1000.0, 1500.0):
    beta = 1 / (KB * temp)
    partition = q_vib(beta) / (beta * B)
    boltz = np.exp(-beta * mid) * rho_grid
    for n, rate in rate_grids.items():
        average = CELL * np.sum(rate * boltz) / partition
        assert abs(average / k_inf(temp, n) - 1) < 2e-4
        if n != 1.0:
            print(f"  {temp:.0f}, {n:.1f}: {k_inf(temp, n):.5e}, {average:.5e}")

# Mean energy of reacting molecules minus mean energy of all molecules.
boltz = np.exp(-beta0 * mid) * rho_grid
mean_all = np.sum(mid * boltz) / boltz.sum()
print(f"mean energy of all molecules at T0 = {mean_all:.1f} cm^-1")
for n, rate in rate_grids.items():
    mean_react = np.sum(mid * rate * boltz) / np.sum(rate * boltz)
    gap = mean_react - mean_all
    print(f"  n = {n:.1f}: reacting mean = {mean_react:.1f}, "
          f"difference = {gap:.1f}, Ea+n*kT0 = {EA + n/beta0:.1f} cm^-1")
    assert abs(gap - EA - n / beta0) < 0.5

# A strong ripple in k(E) is almost invisible in the thermal rate constant.
ripple = 1 + 0.5 * np.cos(2 * math.pi * (mid - EA) / 400)
changes = []
for temp in np.linspace(800, 1500, 15):
    weight = rate_grids[0.0] * rho_grid * np.exp(-mid / (KB * temp))
    changes.append(abs(np.sum(weight * ripple) / weight.sum() - 1))
print("ripple in k(E): amplitude 50 %, period 400 cm^-1")
print(f"largest change of k_inf, 800-1500 K = {100*max(changes):.3f} %")
assert max(changes) < 0.03

# Classical density E^(s-1)/Gamma(s): average the closed k(E) by quadrature.
s = 5
temp = 700.0
beta = 1 / (KB * temp)
for n in (-2.0, 0.0, 1.5):
    def integrand(u):
        energy = EA + u / beta
        rate = A * (1 - EA / energy) ** (s - 1)
        rate *= (beta0 * (energy - EA)) ** n * gamma(s) / gamma(s + n)
        return rate * (beta * energy) ** (s - 1) / gamma(s) * math.exp(-u)
    value = quad(integrand, 0, 80, epsabs=0, epsrel=1e-9, limit=200)[0]
    value *= math.exp(-beta * EA)
    assert abs(value / k_inf(temp, n) - 1) < 1e-6
classical = A * (1 - EA / E_TEST) ** len(MODES)
print(f"classical k, same modes and rotor, E = {E_TEST} cm^-1: {classical:.4e} s^-1")
print(f"quantum k / classical k there = {arrhenius_rate/classical:.3f}")

# Equal oscillators, threshold of m quanta: Kassel's binomial ratio.
s, quantum, m = 9, 1000, 20
top = bottom = 0.0
for j in range(300):
    population = math.comb(j + s - 1, s - 1) * math.exp(-beta0 * quantum * j)
    bottom += population
    if j >= m:
        ratio = math.comb(j - m + s - 1, s - 1) / math.comb(j + s - 1, s - 1)
        top += A * ratio * population
print(f"Kassel model: s = {s}, quantum = {quantum} cm^-1, m = {m}")
print(f"  thermal average at T0 = {top/bottom:.5e} s^-1")
assert abs(top / bottom / k_inf(T0, 0.0) - 1) < 1e-9

# For n = -1.5 the shifted transform rises with beta at low temperature, which
# no nonnegative k(E) supported above Ea can produce.
cold = [math.sqrt(1 / (KB * t)) * q_vib(1 / (KB * t)) for t in (100.0, 50.0)]
print(f"n = -1.5: shifted transform, 50 K over 100 K = {cold[1]/cold[0]:.4f}")
assert cold[1] > cold[0]

print("every check passed")
```

Output:

```
Boltzmann constant = 0.695035 cm^-1/K
A = 1.0e+14 s^-1, Ea = 20000 cm^-1, T0 = 1000 K, B = 1.0 cm^-1
Ea converted = 239.25 kJ/mol
oscillators / cm^-1: 700 1000 1000 1400 1400 1400 3000 3000 3000
k_B T0 = 695.035 cm^-1
k_B T0/h = 2.0837e+13 s^-1
k(E) at E = 30005 cm^-1: level formula, Bromwich inversion / s^-1
  n = -0.5: 8.28238e+10, 8.28288e+10
  n =  0.0: 9.17131e+10, 9.17131e+10
  n =  1.0: 2.09614e+11, 2.09614e+11
  n =  1.5: 3.09290e+11, 3.09290e+11
  convolution quadrature, n = 1.5: 3.09290e+11 s^-1
E/cm^-1, rho(E-Ea), rho(E) /(1/cm^-1), k for n = -0.5, 0, 1.5 /s^-1
  20005: 1.0000e+00 4.9008e+05 1.3573e+09 2.0405e+08 9.3658e+04
  22005: 1.3000e+01 9.2828e+05 2.7751e+09 1.4004e+09 1.1979e+09
  25005: 2.6900e+02 2.2356e+06 1.1480e+10 1.2033e+10 2.1490e+10
  30005: 7.4800e+03 8.1559e+06 8.2824e+10 9.1713e+10 3.0929e+11
  40005: 4.9008e+05 6.8647e+07 4.5811e+11 7.1391e+11 5.1718e+12
  60005: 6.8647e+07 1.6147e+09 1.9279e+12 4.2515e+12 7.2319e+13
T/K, n, k_inf from rate law, from average of k(E) /s^-1
  800, 0.0: 2.39154e-02, 2.39151e-02
  800, 1.5: 1.71125e-02, 1.71125e-02
  1000, 0.0: 3.18378e+01, 3.18375e+01
  1000, 1.5: 3.18378e+01, 3.18378e+01
  1500, 0.0: 4.66260e+05, 4.66259e+05
  1500, 1.5: 8.56575e+05, 8.56575e+05
mean energy of all molecules at T0 = 2488.2 cm^-1
  n = 0.0: reacting mean = 22488.2, difference = 20000.0, Ea+n*kT0 = 20000.0 cm^-1
  n = 1.0: reacting mean = 23183.2, difference = 20695.0, Ea+n*kT0 = 20695.0 cm^-1
  n = 1.5: reacting mean = 23530.8, difference = 21042.5, Ea+n*kT0 = 21042.6 cm^-1
ripple in k(E): amplitude 50 %, period 400 cm^-1
largest change of k_inf, 800-1500 K = 0.458 %
classical k, same modes and rotor, E = 30005 cm^-1: 5.0958e+09 s^-1
quantum k / classical k there = 17.998
Kassel model: s = 9, quantum = 1000 cm^-1, m = 20
  thermal average at T0 = 3.18378e+01 s^-1
n = -1.5: shifted transform, 50 K over 100 K = 1.4142
every check passed
```
